# Neutrino oscillations from the Dirac equation, with and without Majorana phases, part 2

A neutrino produced with one flavour can be detected with another. A first derivation, at fixed energy $E$, kept the flavours coupled and eliminated one chirality. The second derivation, which follows, must reach the same result from mass fields at fixed momentum. Units are $\hbar=c=1$, with $\hbar c=1.97327\times10^{-7}$ eV m for conversion to lengths.

The column $\nu_L$ holds the left-handed fields that the weak interaction couples to the electron, muon and tau. For Majorana neutrinos the other chirality is $\chi=i\sigma_2\nu_L^*$, where the star conjugates each component without transposing the column. For Dirac neutrinos an independent $\nu_R$ replaces $\chi$. With the mass matrix $M$ and the Pauli matrices $\boldsymbol\sigma$,

$$i(\partial_t-\boldsymbol\sigma\cdot\nabla)\nu_L=M\chi,\qquad i(\partial_t+\boldsymbol\sigma\cdot\nabla)\chi=M^\dagger\nu_L .$$

The amplitudes of $\nu_L$ and $\chi$ in a one-particle state are $A$ and $B$. Motion is along $+z$, and negative helicity means $\sigma_z=-1$.

The diagonal matrix $\mathsf m$ holds the masses $m_i$, and the unitary matrix $W$ holds the eigenvectors of $MM^\dagger$. For Majorana neutrinos $M=U\mathsf mU^T$ with $U=WD$, where the diagonal matrix $D$ has the entries $e^{i\alpha_i/2}$, which carry the Majorana phases. For two flavours, with mixing angle $\theta$ and one Majorana phase $\alpha$,

$$U=\begin{pmatrix}\cos\theta&\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix}\begin{pmatrix}1&0\\0&e^{i\alpha/2}\end{pmatrix}.$$

As indices, $\alpha$ and $\beta$ denote flavours.

With $A=e^{iEz}\tilde A$ and $m_i\ll E$, the first derivation gave in vacuum

$$i\frac{d\tilde A}{dz}=\frac{MM^\dagger}{2E}\,\tilde A . \tag{5}$$

For two flavours, with $\Delta m^2=m_2^2-m_1^2$ and distance $L$ from the source, it gave

$$P(\nu_e\to\nu_\mu)=\sin^22\theta\,\sin^2\varphi,\qquad \varphi=\frac{\Delta m^2L}{4E}. \tag{8}$$

In the numerical example $m_1=0.010$ eV, $m_2=0.050$ eV, $\theta=40^\circ$, $E=1$ GeV and $L=300$ km, which gave $\varphi=0.912$ rad.

### Separating the masses first

The first derivation kept the flavours coupled and eliminated one chirality. This one separates the fields by mass and keeps both chiralities. Define mass fields $n$ by $\nu_L=Un$. Conjugation gives

$$\chi=i\sigma_2U^*n^*=U^*\eta,\qquad \eta=i\sigma_2n^* .$$

Insert both in the first field equation:

$$U\,i(\partial_t-\boldsymbol\sigma\cdot\nabla)n=U\mathsf mU^TU^*\eta=U\mathsf m\eta ,$$

because $U^TU^*=(U^\dagger U)^*=1$. In the second equation $M^\dagger=U^*\mathsf mU^\dagger$, so the right side is $U^*\mathsf mU^\dagger Un=U^*\mathsf mn$. Removing $U$ from the first and $U^*$ from the second leaves, for each mass separately,

$$i(\partial_t-\boldsymbol\sigma\cdot\nabla)n_i=m_i\eta_i,\qquad i(\partial_t+\boldsymbol\sigma\cdot\nabla)\eta_i=m_in_i .$$

For Dirac neutrinos with nonzero masses, let $U$ diagonalize $MM^\dagger$ and define $V^\dagger=\mathsf m^{-1}U^\dagger M$. This matrix is unitary, since $V^\dagger V=\mathsf m^{-1}U^\dagger MM^\dagger U\mathsf m^{-1}=1$. Then $M=U\mathsf mV^\dagger$, and $\nu_R=V\eta$ leads to the same separate equations. The matrix $V$ does not appear in $\nu_L$, so it does not affect flavour.

### Energy of one mass at given momentum

Let $a_i$ and $b_i$ be the amplitudes of $n_i$ and $\eta_i$ for a wave $e^{ipz}$ with $p>0$ and $\sigma_z=-1$. Then $-\boldsymbol\sigma\cdot\nabla=\partial_z=ip$, and

$$i\partial_t\begin{pmatrix}a_i\\b_i\end{pmatrix}=\begin{pmatrix}p&m_i\\m_i&-p\end{pmatrix}\begin{pmatrix}a_i\\b_i\end{pmatrix}. \tag{9}$$

The square of this matrix is $(p^2+m_i^2)$ times the unit matrix, so its eigenvalues are $\pm E_i$ with $E_i=\sqrt{p^2+m_i^2}$. A one-particle state has positive energy relative to the vacuum, and its matrix elements vary as $e^{-iE_it}$. This selects the positive root. The first row, $pa_i+m_ib_i=E_ia_i$, gives

$$b_i=\frac{E_i-p}{m_i}a_i=\frac{m_i}{E_i+p}a_i ,$$

where $E_i^2-p^2=m_i^2$ was used.

For the energy itself, $(E_i-p)^2=E_i^2-2pE_i+p^2=m_i^2-2p(E_i-p)$, so that

$$E_i-p=\frac{m_i^2}{2p}-\frac{(E_i-p)^2}{2p}\approx\frac{m_i^2}{2p}. \tag{10}$$

Equation (9) also gives a picture of this shift. Without mass the two chiralities at this momentum and spin have frequencies $p$ and $-p$. The mass couples them with strength $m_i$ across a gap $2p$, and second-order perturbation theory moves the upper level up by $m_i^2/2p$. Two couplings are needed, one away from $\nu_L$ and one back. For several flavours these two steps are $M^\dagger$ and then $M$, which is why the product $MM^\dagger$ appears.

### Back to flavour

Start at $t=0$ with flavour $\alpha$ in the left-handed amplitude, $A_\beta(0)=\delta_{\beta\alpha}$ times $e^{ipz}$. Since $n=U^\dagger\nu_L$, the mass amplitudes are $a_i(0)=U^*_{\alpha i}$. Each gains its factor $e^{-iE_it}$, and $\nu_L=Un$ returns to flavour:

$$A_\beta(t)=e^{ipz}\sum_iU_{\beta i}\,e^{-iE_it}\,U^*_{\alpha i}. \tag{11}$$

By (10), the matrix that generates this evolution is $p+U\mathsf m^2U^\dagger/2p=p+MM^\dagger/2p$ to leading order.

With $U_{\beta i}=W_{\beta i}e^{i\alpha_i/2}$, each term of (11) contains

$$U_{\beta i}U^*_{\alpha i}=W_{\beta i}W^*_{\alpha i}.$$

The Majorana phase of each mass cancels within its own term, whatever the value of $E_i$. The state enters mass field $i$ with one phase and leaves it with the opposite one. A Majorana phase can show only in a process that connects $\nu_L$ with its conjugate $\chi$, where the two phases of a term add instead of cancelling, and only if at least two masses interfere.

### From time to distance

Equation (11) describes a wave spread over all space, with a flavour that changes in time. To follow a neutrino from a source to a detector, this derivation needs a localized packet. Give each mass the same narrow momentum distribution around $p_0$, with width $\delta p\ll p_0$. Near $p_0$,

$$E_i(p)\approx E_i(p_0)+v_i(p-p_0),\qquad v_i=\frac{dE_i}{dp}=\frac{p_0}{E_i}\approx1-\frac{m_i^2}{2p_0^2}.$$

Integration over momentum turns each wave into $e^{i[p_0z-E_i(p_0)t]}\,G(z-v_it)$, where $G$ is an envelope of length $\ell$, at least of order $1/\delta p$. The omitted quadratic terms change the relative phase of two masses by a fraction of order $(\delta p/p_0)^2$.

At $z=L$ the envelopes arrive near $t=L/v_i$. The difference of the two arrival times is

$$\Delta T=L\left(\frac1{v_2}-\frac1{v_1}\right)\approx\frac{\Delta m^2L}{2p_0^2}. \tag{12}$$

If $\Delta T\,\delta p\ll1$, this delay is much shorter than $1/\delta p$, the shortest packet length that the momentum spread allows. The two packets then overlap and stay in step over their whole length, so they interfere fully. Their relative phase at time $t$ is $(E_2-E_1)t\approx\Delta m^2t/2p_0$. During the passage $t$ differs from $L$ by at most about $\ell$, apart from the delay of order $m^2L/p_0^2$. Replacing $t$ by $L$ is allowed if $\Delta m^2\ell/2p_0\ll1$, which says that the packet is short compared with the oscillation length. The phase difference is then $\Delta m^2L/2p_0$, and replacing $p_0$ by $E$ changes it by a fraction of order $m^2/E^2$. For two flavours this again gives $P=\sin^22\theta\sin^2(\Delta m^2L/4E)$.

In the example (12) is tiny. It equals the phase difference $2\varphi=1.824$ divided by the energy, which as a length is $1.824\times1.973\times10^{-7}\,\text{eV m}/10^9\,\text{eV}=3.6\times10^{-16}$ m.

### Where the Majorana phases survive

The mass-field form also gives the other chirality. Since $\chi=U^*\eta$, and $b_i\approx(m_i/2E)a_i$, a neutrino that started as flavour $\alpha$ has, up to a common phase,

$$B_\beta(L)\approx\sum_iU^*_{\beta i}\,\frac{m_i}{2E}\,e^{-im_i^2L/2E}\,U^*_{\alpha i}. \tag{13}$$

Both factors of $U$ are now conjugated, so each term keeps a factor $e^{-i\alpha_i}$. For a Majorana neutrino $\chi$ is built from the conjugate of the weakly interacting field. Its presence allows a neutrino made together with a positive lepton to produce a positive lepton again, which changes lepton number by two units. The statement that Majorana phases drop out therefore holds for transitions $\nu_\alpha\to\nu_\beta$ that conserve lepton number, and not for this one.

For two flavours and $\alpha=\beta=e$, write $x_1=m_1\cos^2\theta$ and $x_2=m_2\sin^2\theta$. The relative phase of the two terms in (13) is $2\varphi$ plus the Majorana phase $\alpha$ of the second mass, so

$$|B_e|^2=\frac{x_1^2+x_2^2+2x_1x_2\cos(2\varphi+\alpha)}{4E^2}.$$

Here $x_1=5.868$ meV and $x_2=20.659$ meV, so $x_1^2+x_2^2=461.2$ meV$^2$ and $2x_1x_2=242.5$ meV$^2$. For $\alpha=0$ the cosine is $-0.251$, the numerator is 400.4 meV$^2$, and $|B_e|^2=1.00\times10^{-22}$. For $\alpha=90^\circ$ the cosine is $-0.968$, and $|B_e|^2=5.66\times10^{-23}$. The dependence on $\alpha$ is strong, but the whole effect is suppressed by $(m/2E)^2$. These numbers are weights relative to $|A_e(0)|^2=1$. A detection rate would also need the spin factors of the detecting reaction.

### Antineutrinos and the phase that remains

An antineutrino is created and absorbed through the conjugate field $\chi=U^*\eta$, with positive helicity. For that helicity $\sigma_z=+1$, the two chiralities exchange roles in (9), and $\eta_i$ is the large component with the same energy $E_i$. The amplitude is (11) with $U$ replaced by $U^*$. The relation $i\sigma_2\nu_L^*=U^*(i\sigma_2n^*)$ holds for Dirac neutrinos as well, so the replacement is the same for them.

Let $X_i=U_{\beta i}U^*_{\alpha i}$ and $\phi_i=m_i^2L/2E$. The neutrino probability is $\sum_{ij}X_iX_j^*e^{-i(\phi_i-\phi_j)}$, and the antineutrino probability has $X_i^*X_j$ instead. Their difference contains $X_iX_j^*-X_i^*X_j=2i\,\mathrm{Im}(X_iX_j^*)$. This is antisymmetric in $i$ and $j$, so only the sine part of the exponential, $-i\sin(\phi_i-\phi_j)$, survives the sum:

$$P-\bar P=4\sum_{i>j}\mathrm{Im}(X_iX_j^*)\sin(\phi_i-\phi_j). \tag{14}$$

In vacuum this difference violates CP, the combined exchange of particle with antiparticle and of left with right. Majorana phases cancel in each $X_i$ and cannot produce it. With two flavours the $X_i$ are real up to a common phase, and the vacuum difference vanishes.

With three flavours a phase can remain in $W$. Let $W=R_{23}R_{13}R_{12}$, where $R_{ij}$ is a rotation by $\theta_{ij}$ in the plane of $i$ and $j$, with $+\sin\theta_{ij}$ in its upper right entry. In $R_{13}$ that entry is $\sin\theta_{13}e^{-i\delta}$, and the lower left one is $-\sin\theta_{13}e^{i\delta}$. With $s_{ij}=\sin\theta_{ij}$ and $c_{ij}=\cos\theta_{ij}$, the entries needed are

$$W_{e1}=c_{12}c_{13},\qquad W_{\mu1}=-s_{12}c_{23}-c_{12}s_{23}s_{13}e^{i\delta},$$

$$W_{e2}=s_{12}c_{13},\qquad W_{\mu2}=c_{12}c_{23}-s_{12}s_{23}s_{13}e^{i\delta}.$$

For $\nu_\mu\to\nu_e$, $X_i=W_{ei}W^*_{\mu i}$. The imaginary part of $W^*_{\mu2}W_{\mu1}$ is $-(c_{12}^2+s_{12}^2)c_{23}s_{23}s_{13}\sin\delta$, so

$$I=\mathrm{Im}(X_2X_1^*)=-c_{12}s_{12}\,c_{23}s_{23}\,c_{13}^2s_{13}\sin\delta .$$

Orthogonality of the rows means $X_1+X_2+X_3=0$. Substituting $X_3=-X_1-X_2$ gives $\mathrm{Im}(X_3X_2^*)=I$ and $\mathrm{Im}(X_3X_1^*)=-I$. Equation (14) becomes

$$P-\bar P=4I\left[\sin(\phi_2-\phi_1)+\sin(\phi_3-\phi_2)-\sin(\phi_3-\phi_1)\right].$$

Take model masses 0.010, 0.020 and 0.050 eV, angles $\theta_{12}=30^\circ$, $\theta_{13}=10^\circ$ and $\theta_{23}=45^\circ$, $\delta=90^\circ$, and the same $E$ and $L$. Then $I=-0.0365$. The phase differences are 0.228, 1.596 and 1.824 rad, in the order of the bracket, which equals $0.226+1.000-0.968=0.258$. The predicted difference is $-0.0376$.

The full field equations, propagated numerically with a matrix exponential and with Majorana phases of $40^\circ$ and $110^\circ$ for the second and third mass, give $P=0.0207$ for neutrinos and $\bar P=0.0583$ for antineutrinos. The difference is $-0.0376$. Setting both Majorana phases to zero leaves the printed digits unchanged. Setting $\delta=0$ and keeping the Majorana phases gives 0.0569 for both.

These are vacuum values for model parameters. The measured smaller splitting is about $7.4\times10^{-5}$ eV$^2$, roughly a quarter of the one used here, and with parameters near the measured ones the difference at $\delta=90^\circ$ is about $-0.01$. A real beam over 300 km also crosses rock, whose electrons add a potential $\sqrt2G_Fn_e\approx1\times10^{-13}$ eV, with $G_F$ the Fermi constant and $n_e$ the electron density, to the $ee$ entry of the matrix in (5) for neutrinos and subtract it for antineutrinos. This separates $P$ from $\bar P$ even without a CP-violating phase: for a density of 2.6 g/cm$^3$ the case $\delta=0$ gives about 0.059 and 0.055, and the two-flavour difference no longer vanishes. The Majorana phases still cancel.

### What each derivation assumes

The first derivation prescribes the flavour at one place, $z=0$, for each energy. Distance is the evolution variable, and the masses differ in wave number. The second prescribes the flavour at one time for each momentum. Time is the evolution variable, and the masses differ in energy. The second therefore needs a localized packet before it can speak of a detector at distance $L$.

The two agree because the phase difference does not depend, to leading order, on how the mass difference is shared between energy and momentum. Suppose that two mass waves differ by a small $\delta E$ and a small $\delta k$. From $E^2-k^2=m^2$ it follows that $2E\,\delta E-2k\,\delta k=\Delta m^2$, or

$$\delta E=\frac{\Delta m^2}{2E}+v\,\delta k,\qquad v=\frac kE .$$

The phase difference at position $L$ and time $t$ is

$$\delta E\,t-\delta k\,L=\frac{\Delta m^2t}{2E}+\delta k\,(vt-L).$$

At the arrival time $t=L/v$ the last term vanishes. What is left is $\Delta m^2L/2k$, which is $\Delta m^2L/2E$ in the ultrarelativistic limit. Fixed energy is the choice $\delta E=0$, and fixed momentum is the choice $\delta k=0$.

The packet description needed two conditions. The condition $\Delta m^2\ell/2p_0\ll1$ is not needed in the first derivation. There the flavour is prescribed at the single point $z=0$, so every part of a wave train, however long, has travelled the same distance $L$. In the second derivation the flavour is prescribed at one time over the whole packet, and the distances travelled by its parts differ by about $\ell$. The other condition, $\Delta T\,\delta p\ll1$, corresponds to the spread of energies. In the first derivation the time-integrated signal is an average over the energies in the beam. A spread $\delta_E$ changes the phase difference by $\Delta m^2L\,\delta_E/2E^2$, and the oscillation is washed out when this is large. In the packet description this quantity is $\Delta T\,\delta_E$, the separation (12) divided by the shortest packet length $1/\delta_E$ that the spread allows. A packet can also be longer than that minimum because its energies are not in step. As long as it remains short compared with the oscillation length, so that the first condition holds, its time-integrated signal is still close to the energy average of the first derivation. For such packets the criterion with $\delta_E$ decides, and overlap of the envelopes alone does not guarantee a visible oscillation.

The cancellation of the Majorana phases needs none of these packet assumptions. In the first derivation they cancel in the matrix $MM^\dagger$ before any expansion. In the second they cancel term by term, before the energies are approximated. Both arguments rest on the same condition: the neutrino is created and detected through the same field $\nu_L$, or both times through its conjugate.

Numbers in the example were calculated in double precision.
